# A converged band does not guarantee the lowest barrier

Take the smallest possible chain of states: two fixed end points and one movable image between them. The ends lie at $(-1,0)$ and $(1,0)$ in a plane, and the image starts on the line $x=0$. Suppose that the energy $V(x,y)$ is unchanged when $x\to-x$. The chain is then its own mirror image, its tangent at the middle image points along $x$, and the force perpendicular to the chain is

$$F_y=-\frac{\partial V}{\partial y}(0,y).$$

The image slides downhill on the one-dimensional curve $V(0,y)$. If that curve has two valleys with a hill between them, the image comes to rest in the valley on its own side of the hill. The force vanishes there whether or not the other valley is deeper. If the energy also falls from each valley towards both end states, each valley is a pass between them, and the chain can converge perfectly at the higher pass.

## The belief and its appeal

The belief is that a converged band gives the lowest barrier between two states. It has good points in its favour. Relaxation moves the images down the slopes beside the path. The result is usually called a minimum energy path, and its highest point is normally a saddle: a maximum along the path and a minimum across it. If there is one channel between the states, that saddle does give the lowest barrier.

The flaw lies in the word "minimum". It compares the path with its immediate neighbours, not with a path on the other side of a hill. A tempting repair says that the band finds the path nearest its initial guess. This is closer to the truth, but distance is not what decides either.

## A surface with two channels

Energies are in hartree and lengths in bohr. Let

$$V=a u^2+b y^2+c y^3,\qquad u=x^2+y^2+2gy-1,$$

with the round model parameters $a=0.04$, $b=0.02$, $c=0.01$ and $g=0.15$ in these units. Completing the square turns $u=0$ into

$$x^2+(y+g)^2=1+g^2,$$

a circle through $(\pm1,0)$ centred at $(0,-g)$. The term $au^2$ makes this circle a valley, and the other two terms make the height vary along it. One can travel from left to right over the top of the circle or around the bottom.

The stationary points follow from the chain rule. Since $\partial u/\partial x=2x$ and $\partial u/\partial y=2(y+g)$,

$$\frac{\partial V}{\partial x}=4aux,\qquad
\frac{\partial V}{\partial y}=4au(y+g)+2by+3cy^2.$$

The first derivative vanishes if $u=0$ or $x=0$.

If $u=0$, the second condition becomes $y(2b+3cy)=0$. The root $y=0$ gives $x=\pm1$. The root $y=-2b/(3c)=-1.333$ would require

$$x^2=1-y^2-2gy=1-1.778+0.400=-0.378,$$

which no real $x$ satisfies. At $(\pm1,0)$ the second derivatives are

$$V_{xx}=8a,\qquad V_{xy}=\pm8ag,\qquad V_{yy}=8ag^2+2b.$$

The determinant is $8a(8ag^2+2b)-64a^2g^2=16ab>0$ and the trace is positive, so both points are minima. Their energy is zero, and a barrier is therefore simply the energy of the saddle.

If $x=0$, the remaining condition is

$$4a(y^2+2gy-1)(y+g)+2by+3cy^2=0.$$

Multiplying out the product gives $y^3+3gy^2+(2g^2-1)y-g$, and collecting powers gives

$$4ay^3+(12ag+3c)y^2+(8ag^2-4a+2b)y-4ag=0.$$

With the chosen parameters this is

$$0.16y^3+0.102y^2-0.1128y-0.024=0.$$

Its roots are $y_{\rm low}=-1.1404$, $y_{\rm max}=-0.1899$ and $y_{\rm up}=0.6927$.

Their character can be read from signs. The cubic is $\partial V/\partial y$ on $x=0$, and its leading coefficient is positive. Its slope $V_{yy}$ at three distinct roots is therefore positive, negative and positive in turn. On this line $V_{xy}=8ax(y+g)=0$ and $V_{xx}=4au$. All three roots lie inside the circle, where $u<0$, so $V_{xx}$ is negative at each. The outer roots are saddles and the middle one is a maximum. A numerical search of the plane found the same five stationary points.

The saddle energies need only substitution. At the lower saddle $u=1.3005-0.3421-1=-0.0416$, and

$$V_{\rm low}=0.00007+0.02601-0.01483=0.01125,$$

where the terms are $au^2$, $by^2$ and $cy^3$. At the upper saddle $u=0.4798+0.2078-1=-0.3124$, and

$$V_{\rm up}=0.00390+0.00960+0.00332=0.01682.$$

The lower channel makes the longer detour in $y$, and its quadratic term is larger. The cubic term changes sign between the channels and more than compensates for this.

## What the lowest barrier is

To judge a band, the lowest barrier must be defined without one. For every continuous path between the minima, note the highest energy on it. The lowest barrier $E^*$ is the smallest value this highest energy can take.

Every such path starts at $x=-1$, ends at $x=1$, and must cross $x=0$. The curve $V(0,y)$ has valleys at $y_{\rm low}$ and $y_{\rm up}$ and rises without limit at both ends, so its lowest value is $V_{\rm low}$. Hence $E^*\ge V_{\rm low}$.

A path that attains this bound exists. Step slightly off the lower saddle towards positive $x$ and follow steepest descent,

$$\frac{dx}{d\tau}=-4aux,\qquad \frac{dy}{d\tau}=-\frac{\partial V}{\partial y},$$

where $\tau$ is a fictitious relaxation time. The energy falls, and $x$ cannot change sign because its velocity is proportional to $x$. The quartic growth of $V$ keeps the motion in a bounded region, so it must approach a stationary point with energy below $V_{\rm low}$. With $x$ positive, that point is $(1,0)$. The mirror-image descent reaches $(-1,0)$. Joined at the saddle, the two lines form a path whose highest energy is $V_{\rm low}$, and so

$$E^*=V_{\rm low}=0.01125\ \text{hartree}=0.306\ \text{eV}.$$

The upper saddle also joins the two minima. Descent from it cannot end at the lower saddle while $x\ne0$: near that saddle $u<0$, so $-4aux$ drives the point away from $x=0$. Its barrier is $0.01682$ hartree, or $0.458$ eV. This is the lowest possible value for paths that cross $x=0$ above the maximum, because $V_{\rm up}$ is the lowest energy on that part of the line.

Flooding a grid, a calculation that uses no band, confirms both levels. The minima become connected at $0.01125$ hartree. With a wall below the maximum, they become connected at $0.01682$ hartree.

## What convergence tests

In the nudged elastic band method, an image with unit tangent $\mathbf t$ feels

$$\mathbf F=-\nabla V+(\nabla V\cdot\mathbf t)\mathbf t
+k\left(|\mathbf d_+|-|\mathbf d_-|\right)\mathbf t.$$

Here $\mathbf d_+$ runs from the image to the next one, $\mathbf d_-$ runs from the previous image to this one, and $k$ is a spring constant. The first two terms leave the true force perpendicular to the band. The last term acts along the band and controls the spacing.

These two directions are independent, so $\mathbf F=0$ requires both parts to vanish. The perpendicular part gives

$$\nabla V=(\nabla V\cdot\mathbf t)\mathbf t,$$

which says that the gradient lies along the path. A steepest-descent line has this property by construction, so the paths through both saddles satisfy it. The condition contains the gradient on the band and nothing about the energy elsewhere. A tighter force tolerance brings the band closer to its own converged shape, whose accuracy also depends on the number of images. It does not compare that path with another.

A small force does not even ensure that the highest point is a saddle. Set $g=0$ and start from equally spaced images on the straight line $y=0$. There

$$\frac{\partial V}{\partial y}=4agu=0,$$

so every perpendicular force vanishes, and equal spacing removes the spring forces. The band is converged before its first step. Its highest point is the origin, with energy $a=0.04$ hartree. The curvatures there are $V_{xx}=-4a$ and $V_{yy}=2b-4a$, both negative for these parameters. The band lies over a hilltop. It stays there because the sideways slope is zero at every point of the line. A sideways displacement that moves the band off the hilltop makes it fall into one of the channels. A continuous curve such as $y=0.2\sin(\pi(x+1))$, displaced elsewhere but still passing exactly through the origin, relaxes back towards the line. A chain of discrete images started from the same curve can lose that exact crossing and fall.

The same formulas show when the belief is right. Keep $g=0$ and also set $c=0$. The condition on $x=0$ becomes

$$4ay(y^2-1)+2by=2y\left(2ay^2-2a+b\right)=0.$$

Besides $y=0$, it has the roots $y^2=1-b/(2a)$. As $b$ grows towards $2a$, the two saddles move together and merge at the origin. For $b>2a$ the origin is the one saddle, since $V_{yy}=2b-4a$ is now positive. There is one pass, and a band converged on it gives the lowest barrier.

## Which guess reaches which channel

Return to $g=0.15$ and $c=0.01$, and start the band from an arc

$$x=2s-1,\qquad y=h\sin(\pi s),\qquad 0\le s\le1.$$

Use an odd number of images, evenly spaced in $s$. The middle image is at $(0,h)$, and its neighbours are at $(\pm\xi,h+\eta)$ for some $\xi$ and $\eta$. Therefore

$$\mathbf d_+=(\xi,\eta),\qquad \mathbf d_-=(\xi,-\eta).$$

The neighbours have equal energies, so an energy-weighted tangent gives both segments the same weight. Their sum is $(2\xi,0)$, and $\mathbf t$ points along $x$. The segments also have equal lengths, so the spring force vanishes. The middle image feels $(0,-\partial V/\partial y)$, just as in the chain with one movable image. In exact arithmetic each relaxation step preserves the mirror symmetry, so this remains true throughout.

For bands that keep this symmetry and converge, with steps small enough not to jump over the hilltop, the rule is

$$h>y_{\rm max}\ \Rightarrow\ \text{upper channel},\qquad
h<y_{\rm max}\ \Rightarrow\ \text{lower channel}.$$

The straight line has $h=0$, which is above $y_{\rm max}=-0.1899$ bohr. Its middle image has $u=-1$ and feels an initial force $F_y=4ag=0.024$ hartree/bohr, directed upwards. The most obvious guess therefore leads to the higher barrier. The upward force comes from the geometry: the valley circle is centred below the line joining the minima, and the hilltop lies below that line too. That the upper pass is the higher one is due to the cubic term. With $c=0$ and the other parameters unchanged, the straight line would still lead to the upper channel, but the barrier there would be $0.01306$ hartree, against $0.02360$ hartree in the lower channel. The same guess would then find the lowest barrier.

Bands of 17 images, ends included, behave as derived. Arcs with $h=-0.15$, $0$, $0.40$ and $0.80$ bohr converge to a barrier of $0.01682$ hartree. Arcs with $h=-0.25$, $-0.40$ and $-0.80$ bohr converge to $0.01125$ hartree. The largest remaining force in the whole set is $9.9\times10^{-7}$ hartree/bohr, so the bands with the wrong answer are converged to the same tolerance as those with the right one. The arc at $-0.15$ bohr is instructive: it bends towards the lower channel and still ends in the upper one. Repeated halving of the interval between the two outcomes places the boundary at $-0.1899$ bohr, the height of the maximum.

## Guesses without mirror symmetry

A skewed guess needs a more general argument. Let each point of a continuous curve move by steepest descent. Its velocity has a part across the curve and a part along it. The part along the curve slides points over the same line without changing the line's shape, so removing it leaves the same sequence of shapes. Perpendicular relaxation and full steepest descent therefore carry a continuous curve through the same shapes.

Now follow the point at which the curve crosses $x=0$. Its horizontal velocity is $-4aux=0$, so it stays on that line. Points with $x\ne0$ keep their sign of $x$ and never reach the line in finite time. A curve that crosses once, at height $p$, thus continues to cross once, at the same moving point. That point descends on $V(0,y)$ from $y=p$. It cannot pass the maximum, where the velocity is zero: a smooth flow does not let a moving point arrive at an equilibrium in finite time. It ends at the upper saddle if $p>y_{\rm max}$ and at the lower saddle if $p<y_{\rm max}$.

The rest of the curve follows. Close to a saddle, displacements in $y$ shrink, because $V_{yy}>0$, while displacements in $x$ grow, because $V_{xx}<0$. The curve is drawn out along the $x$ direction, and its two halves settle onto the descent lines to the minima.

The family

$$x=2s-1,\qquad y=p\sin(\pi s)+q\sin(2\pi s)$$

puts this to the test. It crosses $x=0$ at $s=1/2$, where the second sine vanishes, so the crossing height is $p$ for every $q$. The parameter $q$ raises one half of the curve and lowers the other. The relaxation used here was the string method, which alternates steepest-descent steps with a return to equal spacing. In the map of 40 guesses, all those with $p\le-0.3$ bohr reach the lower channel and all those with $p\ge-0.1$ bohr reach the upper one. Changing $q$ from $-0.6$ to $0.6$ bohr does not alter a single entry.

The argument concerns a continuous curve and small steps. A real chain has gaps between its images, so the argument does not guarantee the outcome for a coarse chain or long steps.

Without mirror symmetry, the line $x=0$ is replaced by a curved ridge separating the regions that drain into the two minima. Points on the ridge remain on it during descent, so the reasoning for a single crossing carries over. If the ridge has two passes with one maximum between them, the side of that maximum again decides. This form of the rule belongs to the plane. With more coordinates the ridge is a surface, and what decides is the pass towards which the crossing point descends within that surface.

## Why "nearest" is not the rule

The single movable image already shows the difference. Put it at $y=-0.21$ bohr. Its distance to the upper saddle is $0.6927+0.21=0.903$ bohr, and its distance to the lower saddle is $1.1404-0.21=0.930$ bohr. The upper saddle is nearer, but the image lies below the maximum and slides to the lower one. The point of equal distance is

$$\frac{0.6927-1.1404}{2}=-0.224\ \text{bohr},$$

whereas the hilltop is at $-0.190$ bohr. A point halfway between two valleys need not be the top of the hill between them.

The margin can be made much wider with a whole path. Consider

$$y=0.075\sin(\pi s)+0.425\sin(3\pi s).$$

This guess has two raised shoulders, reaching about $0.46$ bohr, and a dip between them. At $s=1/2$ the sines are $1$ and $-1$, so the height there is $0.075-0.425=-0.350$ bohr, below the maximum.

To measure its distance from each minimum energy path, place 41 equally spaced images on both curves and take the root mean square of the distances between corresponding images. The result is $0.517$ bohr to the upper path and $0.898$ bohr to the lower one; with many more images the values move to about $0.52$ and $0.91$ bohr. The guess is clearly closer to the upper path by this measure. Another measure can rank the paths differently: the greatest distance from a point on either curve to the nearest point on the other is smaller for the lower path. "Nearest" therefore has no single meaning for whole paths. Against the root-mean-square ranking, string relaxation takes the guess to the lower path, with a barrier of $0.01125$ hartree. The average distance counts every image, but the crossing point alone selects the channel.

The accurate statement is that relaxation leads to the path in whose basin of attraction the guess lies. Nearness is a useful hint when the guess is already close to one path. It is not a law for guesses that lie between channels.

## What the wrong channel costs

The two barriers differ by

$$0.01682-0.01125=0.00557\ \text{hartree},$$

so the higher one exceeds the true lowest barrier by about 50 per cent of the latter. In an activated rate $k_i=A_i\exp(-E_i/k_{\rm B}T)$, equal prefactors $A_i$ give

$$\frac{k_{\rm low}}{k_{\rm up}}
=\exp\left(\frac{E_{\rm up}-E_{\rm low}}{k_{\rm B}T}\right)\approx350
\quad\text{at }300\ \text{K}.$$

Someone who trusted the straight-line guess would underestimate the rate by a factor of about 350. Doubling the temperature halves the exponent and reduces the ratio of the two rates to its square root, about 19; counting both channels, the total rate is then about 20 times the upper one. Unequal prefactors change these ratios, but only slightly here. In harmonic transition-state theory with one fixed mass for each coordinate, the minimum contributes the same factor to both rates, and the stable vibration at both saddles is along $y$. The masses therefore cancel, and $A_{\rm low}/A_{\rm up}$ is the square root of $V_{yy}$ at the upper saddle divided by $V_{yy}$ at the lower one, $\sqrt{0.259/0.279}\approx0.96$.

A converged band still provides useful information. The highest energy on any continuous path between the states is at least $E^*$, so a well-resolved band gives an upper bound on the lowest barrier. Resolution matters here, because the highest image can lie below the highest point of the path between images.

Further bands can lower that bound. They should start from guesses that pass on different sides of the high-energy regions; small variations of one guess may all belong to the same basin. In this model, arcs at $-0.15$, $0$, $0.40$ and $0.80$ bohr agree on the barrier to every printed digit, and all four miss the lower pass. Agreement among bands is evidence about the lowest barrier only to the extent that their guesses could have reached different channels. When the search ends, the result to report is the lowest barrier found. To call it the lowest barrier that exists requires a separate argument, such as the crossing-line bound or the flooding calculation available for this surface. The numerical output below gives the full map and the main values for the surface with two channels.

## Table of computed values

```
a = 0.04 hartree/bohr^4, b = 0.02 hartree/bohr^2
c = 0.01 hartree/bohr^3, g = 0.15 bohr
minima at x = -1 and +1 bohr, y = 0; V there: 0.00000 hartree
stationary points found in the plane: 5
lower saddle: x = 0, y = -1.1404 bohr, V = 0.01125 hartree, negative curvatures 1
maximum: x = 0, y = -0.1899 bohr, V = 0.04234 hartree, negative curvatures 2
upper saddle: x = 0, y = 0.6927 bohr, V = 0.01682 hartree, negative curvatures 1
lower barrier: 0.306 eV
upper barrier: 0.458 eV
barrier difference: 0.00557 hartree
Boltzmann factor ratio at 300 K: 353
flooding level, whole plane: 0.01125 hartree
flooding level, wall below maximum: 0.01682 hartree
NEB images including ends: 17; spring 0.1 hartree/bohr^2
largest NEB force at the end: 9.9e-07 hartree/bohr
NEB arc height -0.80 bohr: barrier 0.01125 hartree, channel L
NEB arc height -0.40 bohr: barrier 0.01125 hartree, channel L
NEB arc height -0.25 bohr: barrier 0.01125 hartree, channel L
NEB arc height -0.15 bohr: barrier 0.01682 hartree, channel U
NEB arc height +0.00 bohr: barrier 0.01682 hartree, channel U
NEB arc height +0.40 bohr: barrier 0.01682 hartree, channel U
NEB arc height +0.80 bohr: barrier 0.01682 hartree, channel U
NEB boundary height by bisection: -0.1899 bohr
string images including ends: 41
map columns, p in bohr: -0.8 -0.6 -0.4 -0.3 -0.1 +0.0 +0.2 +0.4
map row q = -0.6 bohr:         L    L    L    L    U    U    U    U
map row q = -0.3 bohr:         L    L    L    L    U    U    U    U
map row q = +0.0 bohr:         L    L    L    L    U    U    U    U
map row q = +0.3 bohr:         L    L    L    L    U    U    U    U
map row q = +0.6 bohr:         L    L    L    L    U    U    U    U
dipping guess: y = 0.075 sin(pi s) + 0.425 sin(3 pi s) bohr
its height at x = 0: -0.350 bohr
its greatest height: 0.460 bohr
rms distance to upper MEP: 0.517 bohr
rms distance to lower MEP: 0.898 bohr
channel reached: L, barrier 0.01125 hartree
```
